**Magnetizability in atomic, SI and Gaussian units, with helium and water**

The magnetizability $\xi$ is defined by $E(B)=E(0)-\frac12\xi B^2$, where $B$ is the flux density. Its atomic unit, $e^2a_0^2/m_e$, is $7.891\times10^{-29}$ J/T² and corresponds to a Gaussian molar susceptibility of $4.752\times10^{-6}$ cm³/mol; the SI molar value is $4\pi$ times larger. The program asserts these conversions against the Gaussian formula $\alpha^2a_0^3$ and against a numerical Biot–Savart integral for a magnetized rod. For helium it asserts that $\xi$ from the Hartree–Fock energy in a finite field agrees with $-\langle\sum r^2\rangle/6$ within a relative tolerance of $10^{-3}$. For water it asserts that the energy and the induced moment give the same $\xi$ within that tolerance, and that the paramagnetic part is positive. It also asserts that, when the gauge origin is moved, the total $\xi$ changes by less than 30% of the change in its diamagnetic part. The output gives Gaussian molar susceptibilities of $-1.89\times10^{-6}$ cm³/mol for helium (full configuration interaction in a finite basis) and $-1.40\times10^{-5}$ cm³/mol for water (Hartree–Fock).

## Check in Python

```python
"""Magnetizability xi is defined by E(B) = E(0) - xi*B**2/2.
Result under test: one atomic unit e^2 a0^2/m_e is 7.891e-29 J/T^2 and
gives a Gaussian molar susceptibility of 4.752e-6 cm^3/mol; the SI molar
susceptibility is 4*pi times larger. Helium and water supply the examples.
B: flux density, L: orbital angular momentum, r: electron position.
Molecular calculations use Hartree atomic units, with H = (p+A)^2/2 + V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, fci, lib

lib.num_threads(1)
pc = const.physical_constants
bohr = pc["Bohr radius"][0]
hartree = pc["Hartree energy"][0]
bohr_A = bohr * 1e10
field_unit = const.hbar / (const.e * bohr**2)
xi_unit = const.e**2 * bohr**2 / const.m_e

# Gaussian value from its own electrostatic formula, in cm^3.
charge_esu = const.e * const.c * 10
xi_unit_gauss = (charge_esu**2 * (100*bohr)**2
                 / (1000*const.m_e * (100*const.c)**2))
molar_gauss_unit = const.N_A * xi_unit_gauss
molar_si_unit = const.mu_0 * const.N_A * xi_unit * 1e6
assert np.isclose(xi_unit, hartree/field_unit**2, rtol=1e-8, atol=0)
assert np.isclose(xi_unit, pc["atomic unit of magnetizability"][0],
                  rtol=1e-8, atol=0)
assert np.isclose(xi_unit_gauss, xi_unit*1e7/1e8, rtol=1e-8, atol=0)
assert np.isclose(xi_unit_gauss, const.alpha**2*(100*bohr)**3,
                  rtol=1e-8, atol=0)
assert abs(xi_unit/1e-29 - 7.891) < 0.0005
assert abs(molar_gauss_unit/1e-6 - 4.752) < 0.0005


def rod_integrand(z):
    """Biot-Savart integrand for a unit-radius magnetized rod."""
    angles = np.arange(12) * 2*np.pi/12
    source = np.column_stack([np.cos(angles), np.sin(angles),
                              np.full(12, z)])
    current = np.column_stack([-np.sin(angles), np.cos(angles),
                               np.zeros(12)])
    contribution = np.cross(current, -source)[:, 2]
    return 2*np.pi*np.mean(contribution/(1+z*z)**1.5)


rod_factor = quad(rod_integrand, -np.inf, np.inf,
                  epsabs=1e-11, epsrel=1e-11)[0]
assert np.isclose(rod_factor, 4*np.pi, rtol=1e-8, atol=0)
assert np.isclose(molar_si_unit/molar_gauss_unit, rod_factor,
                  rtol=1e-8, atol=0)


class MagneticHF:
    """Closed-shell complex Hartree-Fock in a uniform magnetic field."""

    def __init__(self, mol):
        self.mol = mol
        self.n = mol.nao
        n = self.n
        self.overlap = mol.intor("int1e_ovlp")
        self.core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        packed = mol.intor("int2e", aosym="s8")
        eri = ao2mo.restore(1, packed, n)
        self.coulomb = eri.reshape(n*n, n*n)
        self.exchange = np.ascontiguousarray(
            eri.transpose(0, 3, 1, 2)).reshape(n*n, n*n)
        self.mf = scf.RHF(mol)
        self.mf.verbose = 0
        self.mf.conv_tol = 1e-12
        self.mf.kernel()
        assert self.mf.converged
        self.density0 = self.mf.make_rdm1()
        self.energy0 = self.solve(np.zeros(3), np.zeros(3))[0]
        assert abs(self.energy0 + mol.energy_nuc()-self.mf.e_tot) < 1e-8

    def magnetic_integrals(self, origin):
        with self.mol.with_common_orig(origin):
            angular = -1j*self.mol.intor("int1e_cg_irxp", comp=3)
            second = self.mol.intor("int1e_rr", comp=9)
        return angular, second.reshape(3, 3, self.n, self.n)

    def solve(self, field, origin):
        n = self.n
        angular, second = self.magnetic_integrals(origin)
        linear = np.einsum("a,aij->ij", field, angular)/2
        r_squared = np.einsum("aaij->ij", second)
        quadratic = (np.dot(field, field)*r_squared
                     - np.einsum("a,b,abij->ij", field, field, second))/8
        one_body = self.core + linear + quadratic
        density = self.density0.astype(complex)
        focks, errors = [], []
        for _ in range(60):
            columns = np.column_stack([density.real.ravel(),
                                       density.imag.ravel()])
            j = (self.coulomb @ columns[:, 0]).reshape(n, n)
            k_columns = self.exchange @ columns
            k = (k_columns[:, 0]+1j*k_columns[:, 1]).reshape(n, n)
            fock = one_body + j - k/2
            energy = np.einsum("ij,ji", one_body+fock, density).real/2
            product = fock @ density @ self.overlap
            error = product - product.conj().T
            if np.max(abs(error)) < 1e-7:
                break
            focks = (focks+[fock])[-8:]
            errors = (errors+[error])[-8:]
            size = len(focks)
            gram = np.array([[np.vdot(a, b).real for b in errors]
                             for a in errors])
            matrix = -np.ones((size+1, size+1))
            matrix[:size, :size] = gram/np.max(np.diag(gram))
            matrix[-1, -1] = 0
            rhs = np.zeros(size+1)
            rhs[-1] = -1
            weights = np.linalg.lstsq(matrix, rhs, rcond=None)[0][:size]
            mixed = sum(w*f for w, f in zip(weights, focks))
            orbitals = eigh(mixed, self.overlap)[1]
            occupied = orbitals[:, :self.mol.nelectron//2]
            density = 2*occupied @ occupied.conj().T
        else:
            raise AssertionError("Hartree-Fock did not converge")
        moment_times_field = -np.einsum(
            "ij,ji", linear+2*quadratic, density).real
        return energy, moment_times_field

    def response(self, direction, origin, strength):
        field = np.zeros(3)
        field[direction] = strength
        energy, moment_times_field = self.solve(field, origin)
        from_energy = -2*(energy-self.energy0)/strength**2
        from_moment = moment_times_field/strength**2
        return from_energy, from_moment

    def mean_r_squared(self, origin):
        second = self.magnetic_integrals(origin)[1]
        return np.einsum("aaij,ji", second, self.density0)


strength = 0.005
zero = np.zeros(3)
he_mol = gto.M(atom="He 0 0 0", basis="aug-cc-pvqz", verbose=0)
he = MagneticHF(he_mol)
he_angular, he_second = he.magnetic_integrals(zero)
lz_values = eigh(he_angular[2], he.overlap, eigvals_only=True)
assert np.allclose(lz_values, np.rint(lz_values), atol=1e-7)
assert round(np.max(lz_values)) == 3
he_r2 = he.mean_r_squared(zero)
he_xi = -he_r2/6
he_energy_xi, he_moment_xi = he.response(2, zero, strength)
# The remaining difference contains the next power of the finite field.
assert np.isclose(he_xi, he_energy_xi, rtol=1e-3)
assert np.isclose(he_xi, he_moment_xi, rtol=1e-3)
he_shift_J = -he_energy_xi*strength**2/2*hartree
he_xi_from_SI = -2*he_shift_J/(strength*field_unit)**2
assert np.isclose(he_xi_from_SI, he_xi*xi_unit, rtol=1e-3, atol=0)

solver = fci.FCI(he.mf)
solver.verbose = 0
solver.conv_tol = 1e-11
he_fci_energy, ci = solver.kernel()
norb = he.mf.mo_coeff.shape[1]
rdm_mo = solver.make_rdm1(ci, norb, he_mol.nelec)
rdm_ao = he.mf.mo_coeff @ rdm_mo @ he.mf.mo_coeff.T
he_fci_r2 = np.einsum("aaij,ji", he_second, rdm_ao)
he_fci_xi = -he_fci_r2/6
assert he_fci_energy < he.mf.e_tot
assert np.isclose(np.trace(rdm_mo), 2, atol=1e-8)

bond_A, angle_deg = 0.957, 104.5
half_angle = np.deg2rad(angle_deg/2)
y, z = bond_A*np.sin(half_angle), bond_A*np.cos(half_angle)
water_mol = gto.M(
    atom=[("O", (0, 0, 0)), ("H", (0, y, z)), ("H", (0, -y, z))],
    basis={"O": "aug-cc-pvtz", "H": "aug-cc-pvdz"}, verbose=0)
water = MagneticHF(water_mol)
centroid = np.einsum("aij,ji->a", water_mol.intor("int1e_r"),
                     water.density0)/water_mol.nelectron
responses = np.array([water.response(axis, centroid, strength)
                      for axis in range(3)])
assert np.allclose(responses[:, 0], responses[:, 1], rtol=1e-3)
water_xi = np.mean(responses[:, 0])
water_r2 = water.mean_r_squared(centroid)
water_dia = -water_r2/6
water_para = water_xi-water_dia
assert water_para > 0

shift_A = 0.5
shifted_origin = centroid + np.array([0, 0, shift_A/bohr_A])
shifted_xi = np.mean([water.response(axis, shifted_origin, strength)[0]
                      for axis in range(3)])
shifted_dia = -water.mean_r_squared(shifted_origin)/6
dia_change = shifted_dia-water_dia
assert np.isclose(dia_change,
                  -water_mol.nelectron*(shift_A/bohr_A)**2/6, atol=1e-8)
# Incomplete bases leave a remainder, but most of the change must cancel.
assert abs(shifted_xi-water_xi) < 0.3*abs(dia_change)

density_g_cm3 = 1.0
molar_mass = np.sum(water_mol.atom_mass_list(isotope_avg=True))
molar_volume = molar_mass/density_g_cm3
number_density = const.N_A/(molar_volume*1e-6)
volume_si = const.mu_0*number_density*water_xi*xi_unit
volume_gauss = water_xi*molar_gauss_unit/molar_volume
assert np.isclose(1+volume_si, 1+rod_factor*volume_gauss,
                  rtol=0, atol=1e-12)
example_field = 10.0
shift_eV = -water_xi*xi_unit*example_field**2/2/const.e


def report(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}g} {unit}")


report("Atomic unit of magnetizability", xi_unit, "J/T^2", 7)
report("Same unit, Gaussian per molecule", xi_unit_gauss, "cm^3", 7)
report("Same unit, Gaussian molar", molar_gauss_unit, "cm^3/mol", 7)
report("Same unit, SI molar", molar_si_unit, "cm^3/mol", 7)
report("Rod integral, SI/Gaussian factor", rod_factor, "(no unit)", 9)
report("Atomic unit of magnetic field", field_unit, "T", 7)
report("Finite field used", strength*field_unit, "T")
report("He HF sum of r^2", he_r2*bohr_A**2, "angstrom^2")
report("He HF xi from r^2", he_xi, "a.u.")
report("He HF xi from energy", he_energy_xi, "a.u.")
report("He FCI sum of r^2", he_fci_r2*bohr_A**2, "angstrom^2")
report("He FCI xi", he_fci_xi, "a.u.")
report("He FCI xi in SI", he_fci_xi*xi_unit, "J/T^2")
report("He FCI Gaussian molar", he_fci_xi*molar_gauss_unit, "cm^3/mol")
report("He FCI SI molar", he_fci_xi*molar_si_unit, "cm^3/mol")
report("Water O-H length", bond_A, "angstrom")
report("Water H-O-H angle", angle_deg, "degree")
report("Water sum of r^2 at centroid", water_r2*bohr_A**2, "angstrom^2")
for name, values in zip("xyz", responses):
    report(f"Water HF xi_{name}{name} from energy", values[0], "a.u.")
report("Water HF mean xi from moment", np.mean(responses[:, 1]), "a.u.")
report("Water HF diamagnetic part", water_dia, "a.u.")
report("Water HF paramagnetic part", water_para, "a.u.")
report("Water HF mean xi", water_xi, "a.u.")
report("Water HF xi in SI", water_xi*xi_unit, "J/T^2")
report("Water HF Gaussian molar", water_xi*molar_gauss_unit, "cm^3/mol")
report("Water HF SI molar", water_xi*molar_si_unit, "cm^3/mol")
report("Origin displacement", shift_A, "angstrom")
report("Diamagnetic change on displacement", dia_change, "a.u.")
report("Total xi change on displacement", shifted_xi-water_xi, "a.u.")
report("Water density chosen", density_g_cm3, "g/cm^3")
report("Water molar volume", molar_volume, "cm^3/mol")
report("Water volume susceptibility, SI", volume_si, "(no unit)")
report("Water volume susceptibility, Gaussian", volume_gauss, "(no unit)")
report("Water relative permeability", 1+volume_si, "(no unit)", 9)
report("Example magnetic field", example_field, "T")
report("Water energy shift in that field", shift_eV, "eV")
print("PASS")
```

Output:

```
Atomic unit of magnetizability: 7.891037e-29 J/T^2
Same unit, Gaussian per molecule: 7.891037e-30 cm^3
Same unit, Gaussian molar: 4.752093e-06 cm^3/mol
Same unit, SI molar: 5.971657e-05 cm^3/mol
Rod integral, SI/Gaussian factor: 12.5663706 (no unit)
Atomic unit of magnetic field: 235051.8 T
Finite field used: 1175.26 T
He HF sum of r^2: 0.66411 angstrom^2
He HF xi from r^2: -0.395263 a.u.
He HF xi from energy: -0.395261 a.u.
He FCI sum of r^2: 0.669723 angstrom^2
He FCI xi: -0.398604 a.u.
He FCI xi in SI: -3.1454e-29 J/T^2
He FCI Gaussian molar: -1.8942e-06 cm^3/mol
He FCI SI molar: -2.38033e-05 cm^3/mol
Water O-H length: 0.957 angstrom
Water H-O-H angle: 104.5 degree
Water sum of r^2 at centroid: 5.43916 angstrom^2
Water HF xi_xx from energy: -2.96892 a.u.
Water HF xi_yy from energy: -2.90871 a.u.
Water HF xi_zz from energy: -2.95635 a.u.
Water HF mean xi from moment: -2.94462 a.u.
Water HF diamagnetic part: -3.23726 a.u.
Water HF paramagnetic part: 0.292606 a.u.
Water HF mean xi: -2.94466 a.u.
Water HF xi in SI: -2.32364e-28 J/T^2
Water HF Gaussian molar: -1.39933e-05 cm^3/mol
Water HF SI molar: -0.000175845 cm^3/mol
Origin displacement: 0.5 angstrom
Diamagnetic change on displacement: -1.48794 a.u.
Total xi change on displacement: -0.188209 a.u.
Water density chosen: 1 g/cm^3
Water molar volume: 18.015 cm^3/mol
Water volume susceptibility, SI: -9.76103e-06 (no unit)
Water volume susceptibility, Gaussian: -7.76758e-07 (no unit)
Water relative permeability: 0.999990239 (no unit)
Example magnetic field: 10 T
Water energy shift in that field: 7.25151e-08 eV
PASS
```
